# Ewald summation or cutoff with tail for r⁻⁶ dispersion energies

A periodic calculation with a pairwise dispersion correction needs a decision about range: stop the sum at some radius, add a correction for what was left out, or use an Ewald sum. The choice fixes how many pair distances are computed and whether the energy is smooth when the cell or the atoms move. The analysis below gives the error of each option and a rule for the Ewald parameters.

## The energy and its conventions

Hartree atomic units are used. The cell has volume $V$, atoms at $\mathbf r_i$ and lattice vectors $\mathbf L$. With constant symmetric coefficients $C_{ij}$, the undamped pairwise energy per cell is

$$E=-\frac12\sum_{ij}{\sum_{\mathbf L}}'\frac{C_{ij}}{|\mathbf r_j-\mathbf r_i+\mathbf L|^6}.$$

The prime omits $i=j$, $\mathbf L=0$, and the half removes double counting. I write $C_{\rm tot}=\sum_{ij}C_{ij}$ and $C_{\rm self}=\sum_iC_{ii}$.

A shell at distance $r$ holds a number of atoms proportional to $r^2dr$, so the sum converges absolutely, like $\int r^{-4}dr$. Its value does not depend on the order of summation, and no surface or shape term arises. Ewald summation is therefore a matter of speed here, not of definition.

## Splitting the interaction

Start from $\int_0^\infty t^2e^{-r^2t}dt=2/r^6$, so that

$$\frac1{r^6}=\frac12\int_0^\infty t^2e^{-r^2t}\,dt .$$

Large $t$ gives narrow Gaussians and small $t$ gives wide ones. Cut the integral at $t=\eta^2$, where $\eta>0$ is an inverse length, and let $x=\eta^2r^2$. In the upper part put $s=r^2t$:

$$\frac12\int_{\eta^2}^\infty t^2e^{-r^2t}dt=\frac1{2r^6}\int_x^\infty s^2e^{-s}ds=\frac{\Gamma(3,x)}{2r^6}.$$

Two integrations by parts give $\Gamma(3,x)=(x^2+2x+2)e^{-x}$. The short-range part is thus

$$g(r)=\frac{e^{-x}(1+x+x^2/2)}{r^6}.$$

The lower part, with the other incomplete gamma function $\gamma(3,x)=\int_0^xs^2e^{-s}ds$, is

$$\varphi(r)=\frac12\int_0^{\eta^2}t^2e^{-r^2t}dt=\frac{\gamma(3,x)}{2r^6}.$$

It keeps the $r^{-6}$ tail but is smooth at the origin, where

$$\varphi(0)=\frac12\int_0^{\eta^2}t^2dt=\frac{\eta^6}{6}.$$

## The reciprocal-space kernel

For a displacement $\boldsymbol\tau$, the function $\sum_{\mathbf L}\varphi(|\boldsymbol\tau+\mathbf L|)$ is periodic in $\boldsymbol\tau$. Its Fourier coefficient is an integral over one cell of a sum over all cells, which is one integral over all space. Hence

$$\sum_{\mathbf L}\varphi(|\boldsymbol\tau+\mathbf L|)=\frac1V\sum_{\mathbf G}f(G)e^{i\mathbf G\cdot\boldsymbol\tau},\qquad f(G)=\int\varphi(r)e^{-i\mathbf G\cdot\mathbf r}d^3r .$$

The transform of $e^{-tr^2}$ is $(\pi/t)^{3/2}e^{-G^2/4t}$, so

$$f(G)=\frac{\pi^{3/2}}2\int_0^{\eta^2}t^{1/2}e^{-G^2/4t}\,dt.$$

For $G>0$ substitute $u=G^2/4t$. Then $t^{1/2}=\tfrac12Gu^{-1/2}$ and $dt=-\tfrac14G^2u^{-2}du$. The limits $t=0,\eta^2$ become $u=\infty,b^2$ with $b=G/2\eta$; reversing them absorbs the minus sign:

$$f(G)=\frac{\pi^{3/2}G^3}{16}\int_{b^2}^\infty u^{-5/2}e^{-u}du=\frac{\pi^{3/2}G^3}{16}\,\Gamma(-\tfrac32,b^2).$$

To evaluate this, integrate by parts to get $\Gamma(s+1,y)=s\,\Gamma(s,y)+y^se^{-y}$, and start from $\Gamma(\frac12,b^2)=\sqrt\pi\,{\rm erfc}\,b$. With $s=-\frac12$ and then $s=-\frac32$,

$$\Gamma(-\tfrac12,b^2)=2b^{-1}e^{-b^2}-2\sqrt\pi\,{\rm erfc}\,b,$$

$$\Gamma(-\tfrac32,b^2)=\tfrac23\left[b^{-3}e^{-b^2}-\Gamma(-\tfrac12,b^2)\right].$$

Therefore

$$f(G)=\frac{\pi^{3/2}G^3}{24}\left[2\sqrt\pi\,{\rm erfc}\,b+\left(b^{-3}-2b^{-1}\right)e^{-b^2}\right].$$

At $G=0$ return to the $t$ integral:

$$f(0)=\frac{\pi^{3/2}}2\int_0^{\eta^2}t^{1/2}dt=\frac{\pi^{3/2}\eta^3}{3}.$$

The closed form agrees: as $G\to0$, $G^3b^{-3}=8\eta^3$ and the other terms vanish. For an interaction $r^{-p}$ the same construction has the integrand $t^{p/2-1}t^{-3/2}=t^{(p-5)/2}$ at $G=0$, which is integrable at $t=0$ when $p>3$. The Coulomb case $p=1$ diverges and needs neutrality. For $p=6$ the term is finite, and nothing permits its removal.

## The complete formula

Use $g$ for the allowed pairs. The reciprocal sum for $\varphi$ also contains the forbidden pair $i=j$, $\mathbf L=0$. Its contribution to $E$ is $-\frac12C_{\rm self}\varphi(0)$, so $+\frac12C_{\rm self}\eta^6/6$ must be added back. With

$$S(\mathbf G)=\sum_{ij}C_{ij}e^{i\mathbf G\cdot(\mathbf r_i-\mathbf r_j)}$$

the result is

$$E=-\frac12{\sum}'C_{ij}\,g(r)-\frac1{2V}\sum_{\mathbf G\ne0}f(G)S(\mathbf G)-\frac{\pi^{3/2}\eta^3C_{\rm tot}}{6V}+\frac{\eta^6C_{\rm self}}{12}.$$

The phase sign in $S$ is immaterial because $C_{ij}=C_{ji}$. As $\eta\to0$, the last three terms vanish and the direct sum returns. At finite $\eta$ each part depends on $\eta$, but the total does not.

The $G=0$ term exerts no force on atoms at fixed cell and fixed $\eta$, but it contributes $-\partial E_0/\partial V=-\pi^{3/2}\eta^3C_{\rm tot}/(6V^2)$ to the pressure. With constant coefficients, omitting it therefore damages energies and cell relaxations while leaving the forces unchanged. If the coefficients depend on the geometry, as in several common dispersion corrections, $C_{\rm tot}$ changes as the atoms move and the forces are affected too.

No combination rule for $C_{ij}$ is needed. If the coefficients depend only on the species of the two atoms, and there are $K$ species, the coefficient matrix has rank at most $K$; coefficients that depend on each atom's surroundings can give a higher rank. Writing it as $C_{ij}=\sum_k\lambda_kv_{ki}v_{kj}$ with real vectors $v_k$ gives

$$S(\mathbf G)=\sum_k\lambda_k\Big|\sum_iv_{ki}e^{i\mathbf G\cdot\mathbf r_i}\Big|^2,$$

which costs of order $KN$ operations per $\mathbf G$ for $N$ atoms, instead of $N^2$.

## Choosing the Ewald parameters

Use one accuracy number $X$, with real cutoff $R_c=X/\eta$ and reciprocal cutoff $G_c=2\eta X$. Both kernels have then fallen by $e^{-X^2}$, apart from powers.

For the omitted real-space pairs, replace the sum by a uniform density $1/V$ of lattice points and keep the largest term of $g$ at large $x$, $e^{-x}\eta^4/(2r^2)$:

$$\Delta_r\approx\frac{C_{\rm tot}}2\int_{R_c}^\infty\frac{4\pi r^2}V\frac{\eta^4e^{-\eta^2r^2}}{2r^2}dr=\frac{\pi\eta^4C_{\rm tot}}V\int_{R_c}^\infty e^{-\eta^2r^2}dr\approx\frac{\pi\eta^3C_{\rm tot}}V\frac{e^{-X^2}}{2X}.$$

The last step uses $\int_X^\infty e^{-u^2}du\approx e^{-X^2}/2X$.

In reciprocal space, $\Gamma(-\frac32,b^2)\approx b^{-5}e^{-b^2}$ at large $b$, so $f\approx\pi^{3/2}\eta^3e^{-b^2}/(2b^2)$. There are $VG^2dG/(2\pi^2)$ vectors in a shell. If the phases between different atoms average out, $S$ is replaced by $C_{\rm self}$. With $G=2\eta b$,

$$\Delta_G\approx\frac{C_{\rm self}}{4\pi^2}\int_{G_c}^\infty G^2f\,dG=\frac{C_{\rm self}\eta^6}{\sqrt\pi}\int_X^\infty e^{-b^2}db\approx\frac{C_{\rm self}\eta^6}{\sqrt\pi}\frac{e^{-X^2}}{2X}.$$

The estimated error is $\Delta_r+\Delta_G$. If all $C_{ij}\ge0$ and the matrix has no negative eigenvalue, then $S\ge0$. Since $g$ and $f$ are positive, no omitted term would raise $E$, and the truncated energy cannot lie below the converged one.

The numbers of vectors inside the two cutoffs are approximately

$$n_L=\frac{4\pi X^3}{3\eta^3V},\qquad n_G=\frac{4\pi}{3}(2\eta X)^3\frac V{(2\pi)^3}=\frac{4\pi X^3\eta^3V}{3\pi^3}.$$

They are equal at $\eta=\sqrt\pi/V^{1/3}$. If one $\mathbf L$ costs $a$ and one $\mathbf G$ costs $c$, minimizing $an_L+cn_G$ with respect to $\eta^3V$ gives

$$\eta^3V=\pi^{3/2}\sqrt{a/c}.$$

With $a\propto N^2$ and $c\propto KN$, the minimum cost is proportional to $X^3\sqrt{ac}\propto X^3K^{1/2}N^{3/2}$. Larger cells thus favour a value of $\eta V^{1/3}$ above the equal-count value. This changes the cost; the accuracy is still set mainly by $X$.

## What a cutoff with a tail achieves

A sharp cutoff keeps pairs with $r\le R$. Treating the omitted lattice points as a uniform density gives the tail correction

$$E_{\rm tail}=-\frac{C_{\rm tot}}2\int_R^\infty\frac{4\pi r^2}{V}\frac{dr}{r^6}=-\frac{2\pi C_{\rm tot}}{3VR^3}.$$

To leading order the uncorrected sum is too high by the magnitude of this term, so its error decays as $R^{-3}$.

To bound what remains, let $n(r)$ count the points $\boldsymbol\tau+\mathbf L$ within $r$ of the origin for one atom pair, and set $D(r)=n(r)-4\pi r^3/3V$. Centre one copy of the cell on each point. The copies tile space, and no part of a copy is farther from its centre than $d$, half the longest cell diagonal. The copies counted by $n(r)$ fit inside radius $r+d$ and, for $r\ge d$, cover radius $r-d$. Hence

$$|D(r)|\le\frac{4\pi}{3V}(3dr^2+3d^2r+d^3).$$

The omitted sum minus its uniform estimate is, by parts,

$$\int_R^\infty\frac{dD}{r^6}=-\frac{D(R)}{R^6}+6\int_R^\infty\frac{D(r)}{r^7}dr .$$

Insert the bound into both terms. The coefficients become $3+\frac{18}4=7.5$, $3+\frac{18}5=6.6$ and $1+1=2$. Multiplying by $C_{ij}/2$ and summing over pairs, with $C_{ij}\ge0$ and $R\ge d$, gives

$$|\Delta E|\le\frac{2\pi C_{\rm tot}}{3V}\left[\frac{7.5d}{R^4}+\frac{6.6d^2}{R^5}+\frac{2d^3}{R^6}\right].$$

The ratio of the leading term to the tail correction itself is $7.5d/R$. The bound therefore guarantees a gain only when $R$ is well above $7.5d$, although the actual error may be much smaller. An elongated supercell has a large $d$ and so a weak bound. If it only repeats a smaller crystal cell, the pair distances, and hence the actual error per atom, are those of the small cell. If it contains vacuum, the density is uneven on the scale of the cell and the tail correction needs particular care.

The typical error can be understood by applying the Fourier sum, formally, to the function that equals $r^{-6}$ outside $R$ and zero inside. Its $G=0$ component is the tail correction. Each other component is

$$\frac{4\pi}G\int_R^\infty\frac{\sin Gr}{r^5}dr=\frac{4\pi}{G}\left[\frac{\cos GR}{GR^5}-\frac5G\int_R^\infty\frac{\cos Gr}{r^6}dr\right].$$

Another integration by parts shows that the last integral is at most $2/(GR^6)$ in magnitude. The second term is thus at most $10/(GR)$ times the amplitude of the first. Each component oscillates with $R$ and decays as $R^{-5}$. This does not prove an $R^{-5}$ law for the total: the amplitudes fall as $G^{-2}$ while the number of vectors per shell grows as $G^2$, so the sum over $\mathbf G$ is not absolutely convergent.

## The uniform tail with a smooth edge

The Ewald $G=0$ term is also a uniform-density integral, but of the smooth function $\varphi$. If $\eta$ is small enough, all $\mathbf G\ne0$ can be dropped:

$$E\approx-\frac12{\sum}'C_{ij}g(r)-\frac{\pi^{3/2}\eta^3C_{\rm tot}}{6V}+\frac{\eta^6C_{\rm self}}{12}.$$

The error is governed by $e^{-G_{\min}^2/4\eta^2}$, where $G_{\min}$ is the length of the shortest nonzero reciprocal vector. This is a cutoff with a tail correction whose edge has been smoothed. It needs no reciprocal sum and still converges exponentially, provided $X$ grows as $\eta$ falls. Equal exponents in the two errors require $X=G_{\min}/2\eta$, so $R_c=X/\eta=G_{\min}/2\eta^2$, and both errors then fall as $e^{-G_{\min}R_c/2}$, apart from powers. At fixed $X$ the real-space error would fall only as $\eta^3$. The slow convergence of the usual correction comes from the sharp edge, not from the uniform density.

## A worked cell

Take cell vectors $(8,0,0)$, $(1,9,0)$ and $(2,1,10)$ bohr, so $V=720$ bohr³. The cell contains one atom A and two atoms B, at the fractional positions listed in the numerical output. The model coefficients are $C_{AA}=40$, $C_{AB}=18$ and $C_{BB}=10$ hartree bohr⁶. Since $18\ne\sqrt{40\cdot10}=20$, the general $S(\mathbf G)$ is needed. The sums are $C_{\rm tot}=40+4(18)+4(10)=152$ and $C_{\rm self}=40+2(10)=60$ hartree bohr⁶.

The equal-count value is $\eta=0.198$ bohr⁻¹; take 0.20. The two analytic terms are

$$-\frac{\pi^{3/2}(0.20)^3(152)}{6(720)}=-1.567\times10^{-3},\qquad\frac{(0.20)^6(60)}{12}=3.20\times10^{-4}$$

in hartree. With the real part $-4.365\times10^{-3}$ and the $G\ne0$ part $-2.5\times10^{-5}$ hartree, the total is $-5.637\times10^{-3}$ hartree, or $-153.4$ meV. Dropping the $G=0$ term would remove 28% of it. At $\eta=0.30$ bohr⁻¹ the same omission would remove 94%, yet the complete totals agree to all printed digits. A direct sum with tail, for cutoffs from 320 to 400 bohr, passed a test of agreement to one part in $10^8$.

For $X=4$ the error estimate is

$$\frac{e^{-16}}8\left[\frac{\pi(0.008)(152)}{720}+\frac{(6.4\times10^{-5})(60)}{\sqrt\pi}\right]=1.05\times10^{-10}\ \text{hartree},$$

against an actual error of $1.33\times10^{-10}$. At $X=2$, 3, 4 and 5 the estimate differs from the error by at most about 21% of the error. Between these values the discrete shells matter more, and the error lies between about 0.7 and 1.5 times the estimate. The error is positive, as the sign argument requires.

The real cutoff at $X=4$ is $4/0.20=20$ bohr, which allows a comparison at equal radius. Both methods use 273 distances there; Ewald adds 46 reciprocal vectors. The cutoff errors below are root-mean-square (rms) values over radii from $R$ to $1.25R$, because the error at one radius can be small by accident.

| $R$ (bohr) | distances within $R$ | no tail (hartree) | with tail (hartree) |
|---|---|---|---|
| 20 | 273 | $4.1\times10^{-5}$ | $7.4\times10^{-7}$ |
| 80 | 17,896 | $6.3\times10^{-7}$ | $6.6\times10^{-10}$ |
| 320 | 1,143,786 | $9.9\times10^{-9}$ | $7.7\times10^{-13}$ |

At 20 bohr the tail reduces the error from 0.7% to 0.013% of the total energy. The fitted decay powers over the whole range are 3.00 without the tail and 4.90 with it. The second is an average over irregular steps: doubling $R$ lowers the error by factors between 24 and 45, where a pure fifth power would give 32. At 20 bohr the rigorous bound is $2.7\times10^{-4}$ hartree, far above the observed error. It is a guarantee, not an estimate.

For the smooth edge take $\eta=0.08$ bohr⁻¹ and $R_c=60$ bohr. The shortest reciprocal vector has length $2\pi/10$ bohr⁻¹, so $b^2=15.4$ and the closed form gives $f\approx1.6\times10^{-11}$ bohr⁻³. The fractional positions along the third cell vector are 0, 0.4 and 0.7, so

$$S=60+36(\cos0.8\pi+\cos1.4\pi)+20\cos0.6\pi=13.6$$

in hartree bohr⁶. The pair $\pm\mathbf G$ gives an error $fS/V\approx3.0\times10^{-13}$ hartree, close to the computed total of $3.2\times10^{-13}$. The sharp edge with tail has an rms error of $7.2\times10^{-9}$ hartree between 54 and 66 bohr, about 20,000 times larger.

## Guidance for calculations

**A single energy at modest accuracy.** A cutoff with tail can suffice. In the example, the rms error for radii from 20 to 25 bohr is $7.4\times10^{-7}$ hartree per cell, and the error at a single radius can be larger. Check several radii, since the error oscillates.

**Relaxations and energy differences.** A sharp cutoff makes the energy jump when a pair crosses $R$. For an A atom and its two images at $\pm\mathbf L$, the jump is $C_{AA}/R^6=40/20^6=6\times10^{-7}$ hartree, comparable with the whole corrected error. Ewald jumps are reduced by the exponential kernels, so a sufficiently large $X$ makes them negligible.

**High accuracy.** For a fixed cell, the number of terms needed for error $\varepsilon$ grows as $\varepsilon^{-1}$ without a tail, as about $\varepsilon^{-3/5}$ with one if the error follows $R^{-5}$, and as $(\ln1/\varepsilon)^{3/2}$ for Ewald. Set $\eta$ from the cost balance, choose $X$ from the error estimate at that $\eta$ with some margin, and repeat with $\eta$ halved at the same $X$. Halving $\eta$ lowers the estimate by a factor of at least 8, so a change in the total above the tolerance points to a missing term or too small an $X$. Raising $\eta$ by half at the same $X$ is a poorer check: it raises the estimate by a factor between $1.5^3=3.4$ and $1.5^6=11$, so the total can move by more than the tolerance with nothing missing.

**Damped dispersion.** Real corrections damp the interaction at short distance; the shortest distance in the example is 4.5 bohr, where damping may matter. Add the difference between the damped and undamped interactions as a separate real-space sum. For the damped form $1/(r^6+a^6)$ this difference is $-a^6/[r^6(r^6+a^6)]$ times the usual $-C_{ij}/2$. It decays as $r^{-12}$ and needs its own convergence check.

**Slabs and layers.** Ewald summation converges the energy of the periodic supercell, including the attraction between repeated layers. For a thin layer with cell area $A$ and repeat distance $h$ normal to it, replace each distant image by a uniform plane. One atom then sees

$$\frac1A\int_0^\infty\frac{2\pi s\,ds}{(s^2+n^2h^2)^3}=\frac{\pi}{2An^4h^4}$$

from image $n$. Summing over both sides with $\sum_{n\ge1}n^{-4}=\pi^4/90$ gives

$$E_{\rm images}\approx-\frac{\pi^5C_{\rm tot}}{180Ah^4},$$

valid when $h$ greatly exceeds the layer thickness and the in-plane cell lengths. Raising $X$ does not remove this energy. It must be reduced by increasing $h$, or avoided by summing over the in-plane lattice vectors alone.

## Calculated quantities

```
Cell vectors (bohr): (8.0, 0.0, 0.0) (1.0, 9.0, 0.0) (2.0, 1.0, 10.0)
Fractional position A : 0.0 0.0 0.0
Fractional position B1: 0.5 0.5 0.4
Fractional position B2: 0.5 0.1 0.7
C_AA, C_AB, C_BB (hartree bohr^6): 40.0 18.0 10.0
Cell volume (bohr^3): 720.0
Sum of all C_ij (hartree bohr^6): 152.0
Sum of C_ii (hartree bohr^6): 60.0
Shortest distance (bohr): 4.4643
Balanced eta (1/bohr): 0.1978
Ewald parts at X = 6.5, energies in hartree
eta(1/bohr)  real  G!=0  G=0  self  total
0.15 -0.005032024 -0.000000635 -0.000661239 0.000056953 -0.0056369450460
0.20 -0.004364667 -0.000024897 -0.001567381 0.000320000 -0.0056369450460
0.30 -0.002682973 -0.001309060 -0.005289912 0.003645000 -0.0056369450460
Total energy (hartree): -0.0056369450460
Total energy (meV): -153.389089
Ewald truncation at eta = 0.20 1/bohr
X  distances  G-vectors  error(hartree)  estimate(hartree)
2  32  4  3.90e-05  3.42e-05
3  122  20  1.39e-07  1.54e-07
4  273  46  1.33e-10  1.05e-10
5  548  100  8.79e-15  1.04e-14
Cutoff sums: rms error for cutoffs from R to 1.25 R (hartree)
R(bohr)  distances within R  no tail  with tail  bound at R
20  273  4.07e-05  7.44e-07  2.69e-04
40  2232  5.07e-06  1.64e-08  1.40e-05
80  17896  6.33e-07  6.60e-10  7.99e-07
160  143019  7.92e-08  2.70e-11  4.76e-08
320  1143786  9.90e-09  7.65e-13  2.90e-09
Half of longest cell diagonal (bohr): 8.958
Fitted decay power without tail: 3.001
Fitted decay power with tail: 4.903
Smooth edge: radius (bohr) 60, eta (1/bohr) 0.08
Smooth-edge error, no G!=0 terms (hartree): 3.22e-13
Sharp edge with tail, rms 54-66 bohr (hartree): 7.15e-09
```
